Finite-Size Growth Velocity of a Periodic One-Dimensional KPZ Interface

**1. A velocity that depends on the length of the ring**

A model of alumina deposition on a narrow periodic strip, specified in Section 8, grows by 0.1 nm per cycle where the surface is flat. Roughness adds 3.135×10⁻³ nm/cycle if the strip is infinitely long, but 2.900×10⁻³ nm/cycle if it closes on itself after 10 nm. The difference is −2.35×10⁻⁴ nm/cycle. It becomes −4.70×10⁻⁴ at 5 nm and −1.18×10⁻⁴ at 20 nm, with the material parameters and the lattice spacing held fixed. Deposition and smoothing act locally, so it has to be explained how the growth rate can depend on the distance at which the strip closes, and why as 1/L.

The height h(x,t) obeys the Kardar-Parisi-Zhang (KPZ) equation

∂h/∂t = v₀ + ν ∂²h/∂x² + (λ/2)(∂h/∂x)² + η(x,t),   (1)

⟨η(x,t) η(x′,t′)⟩ = 2D δ(x−x′) δ(t−t′).   (2)

Here v₀ is the velocity of a flat surface, ν > 0 the smoothing coefficient, λ the strength of the slope dependence and D the noise strength. The height is periodic, h(x+L,t) = h(x,t), so the surface has no mean tilt. The stationary velocity v(L) is the growth rate of the height averaged over the ring and over the noise. In this average the smoothing term, a total derivative, vanishes, and

v(L) = v₀ + (λ/2)⟨(∂h/∂x)²⟩.   (3)

The mean square slope depends on how short wavelengths are cut off, so v(L) by itself is not fixed by ν, λ and D. For the lattice form of Section 2, and for other short-distance structures within the limits stated in Sections 4, 6 and 7, the difference from an infinite, untilted interface with the same structure is

v(L) − v(∞) = −λD/(2νL).   (4)

The ring grows more slowly for λ > 0 and faster for λ < 0. The mode whose absence causes this is the uniform mode of the slope, that is, a fluctuating mean tilt. It is not the uniform mode of the height: subtracting the mean height from h changes no slope, and by (3) no velocity.

**2. A lattice form of the equation**

Take N sites with spacing a, so that L = Na, and define the slopes

u_i = (h_{i+1} − h_i)/a,  Σ_i u_i = 0.   (5)

The sum vanishes because the heights return to their starting value around the ring. All indices are taken modulo N. The lattice equation is

dh_i/dt = v₀ + (ν/a)(u_i − u_{i−1}) + G_i + η_i,   (6)

G_i = (λ/6)(u_i² + u_i u_{i−1} + u_{i−1}²).   (7)

For a smooth profile the neighbouring slopes coincide and G_i becomes (λ/2)(∂h/∂x)². The delta function in x becomes δ_ij/a, so

⟨η_i(t) η_j(t′)⟩ = (2D/a) δ_ij δ(t−t′).   (8)

The particular average of squares in (7) is chosen because it leaves a Gaussian slope distribution stationary.

**3. The stationary distribution**

Let F_i be the deterministic part of (6) and write ∂_i for ∂/∂h_i. Noise of strength 2D/a gives the diffusion coefficient D/a, and the probability density P of the heights obeys the Fokker-Planck equation

∂P/∂t = −Σ_i ∂_i(F_i P) + (D/a) Σ_i ∂_i²P.   (9)

Try

P = exp(−S),  S = (νa/2D) Σ_i u_i².   (10)

The height h_i enters two slopes, with ∂_i u_i = −1/a and ∂_i u_{i−1} = +1/a. Hence

∂_i S = (νa/D)(−u_i + u_{i−1})/a = (ν/D)(u_{i−1} − u_i).   (11)

The three parts of the drift can now be treated in turn.

The smoothing drift equals −(D/a)∂_iS by (11). Since ∂_iP = −P ∂_iS, its probability current cancels the diffusion current at each site:

−(D/a)(∂_iS)P − (D/a)∂_iP = 0.   (12)

The constant drift contributes v₀ Σ_i ∂_iP = −v₀P Σ_i ∂_iS, which is zero because the differences in (11) sum to zero around the ring.

The nonlinear drift contributes

Σ_i ∂_i(G_i P) = P [Σ_i ∂_iG_i − Σ_i G_i ∂_iS].   (13)

For the first sum, differentiate (7):

∂_iG_i = (λ/6a)[−(2u_i + u_{i−1}) + (u_i + 2u_{i−1})]
= (λ/6a)(u_{i−1} − u_i).   (14)

This sums to zero. For the second sum, use p³ − q³ = (p−q)(p²+pq+q²):

Σ_i G_i ∂_iS = (λν/6D) Σ_i (u_{i−1} − u_i)(u_i² + u_iu_{i−1} + u_{i−1}²)
= (λν/6D) Σ_i (u_{i−1}³ − u_i³) = 0.   (15)

The density (10) is therefore stationary for every λ. It cannot be normalized over the mean height, which wanders without limit, but it is a normalizable density of the slopes on the surface Σu_i = 0. The velocity needs the slopes alone. Equation (15) also says that the nonlinear term conserves Σu_i², so it cannot drive the slopes to infinity. Smoothing reduces this sum and the noise reaches all N−1 independent slope directions, so the slopes settle into this one distribution from any starting profile.

The choice (7) matters. If the squared slope is replaced by the central form [(u_i+u_{i−1})/2]², its divergence vanishes, but the sum corresponding to (15) is proportional to

Σ_i (u_{i−1} − u_i)(u_i + u_{i−1})² = Σ_i u_i u_{i−1}(u_{i−1} − u_i),   (16)

because the cubes cancel. For three slopes 1, 2, −3 the right side is −2 − 30 + 12 = −20. The Gaussian density is then not stationary when λ ≠ 0.

**4. What closing the ring does to the slopes**

Define the slope variance of the infinite lattice,

σ² = D/(νa),   (17)

so that P ∝ exp(−Σu_i²/2σ²). Without the constraint in (5) the slopes would be independent, each with variance σ². With it, the density is an isotropic Gaussian in N−1 dimensions. Each independent direction contributes σ² to ⟨Σu_i²⟩, and all sites are equivalent, hence

N⟨u_i²⟩ = (N−1)σ²,  ⟨u_i²⟩ = σ²(1 − 1/N).   (18)

The density and the constraint are unchanged by any permutation of the slopes, so ⟨u_iu_j⟩ has one common value c for all i ≠ j. Multiplying Σ_j u_j = 0 by u_i and averaging gives

σ²(1 − 1/N) + (N−1)c = 0,  c = −σ²/N.   (19)

If one slope is positive, the others must together be negative by the same amount, and this burden is shared equally however far away they are. That is how a local growth law comes to feel the length of the ring.

Now average (6). The smoothing term has zero mean, and (18) and (19) give

v(L) − v₀ = (λ/6)[2σ²(1 − 1/N) − σ²/N]
= (λ/6)σ²(2 − 3/N)
= λσ²/3 − λσ²/(2N).   (20)

The first term survives as N → ∞ at fixed a and is the bulk value v(∞) − v₀. In the second, σ²/N = D/(νaN) = D/(νL), which proves (4). On this lattice the result holds for every N ≥ 2 and every λ, without an expansion.

The two terms differ in character. For a general local form w₀u_i² + w₁u_iu_{i−1} with w₀ + w₁ = 1, the same Gaussian average is

w₀σ²(1 − 1/N) − w₁σ²/N = w₀σ² − σ²/N.   (21)

The bulk term depends on the form: w₀ is 2/3 for (7), 1/2 for the central form and 1 for a one-sided square. The size term does not, because the added covariance −σ²/N is the same for every pair, including a slope with itself. For forms that do not preserve the Gaussian density, (21) gives the velocity only to leading order in λ, since the slope distribution itself then changes with λ, and the size term changes with it. For the central form with a = ν = D = 1, numerical integration gives a velocity difference between N = 12 and N = 6 of 0.078 ± 0.002 at λ = 2 and 0.111 ± 0.002 at λ = 3, against 0.083 and 0.125 from (4). The one-sided square can also run away: du_i/dt then contains −(λ/2a)u_i², which for λ > 0 drives a large negative slope to infinity. For that form (21) applies only at small λ and as long as no such slope has appeared. The central form is more robust but not immune: without noise, on 12 sites at λ = 2 or 3, a single-site groove of depth 15 heals while one of depth 40 runs away, so the velocities above hold only while no such groove has formed.

**5. The missing tilt**

The deficit can be restored by letting the ring tilt. Suppose the slopes have a fixed mean m, and write u_i = m + s_i with Σs_i = 0. The proof of Section 3 used the periodicity of the slopes and not the value of their sum, so the s_i keep the distribution found above. Substitution in (7) gives

G_i(u) = G_i(s) + (λ/2)m(s_i + s_{i−1}) + (λ/2)m².   (22)

The middle term averages to zero. A tilt therefore changes the velocity by λm²/2.

In a segment of N sites cut from an infinite interface the slopes are independent, and their mean has variance σ²/N = D/(νL). Averaging (22) over this tilt adds λD/(2νL), which cancels the shift (4). A segment of the infinite interface thus grows faster on average, for λ > 0, because its ends are free to differ in height. Closing the segment removes this freedom.

**6. Other short-distance cutoffs**

In Fourier language each slope mode of the Gaussian state carries the same weight, and

⟨(∂h/∂x)²⟩ = (D/νL) Σ_{k≠0} f(k),  k = 2πn/L,   (23)

where n is an integer and f is a cutoff function with f(0) = 1. Take f = exp(−k²ℓ²). The Poisson summation formula, applied to the sum with k = 0 included, gives

(1/L) Σ_k f(k) = ∫ dk f(k)/2π + (1/(2ℓ√π)) Σ_{m≠0} exp(−m²L²/4ℓ²).   (24)

The integral is the value for an infinite interface. The last sum is exponentially small when L is much longer than ℓ; for L = 20ℓ its largest factor is exp(−100). Leaving out k = 0 subtracts 1/L, and (3) again gives (4).

A sharp cutoff |k| ≤ π/a at fixed a behaves differently. The infinite interface corresponds to L/a modes. For L/a = 20 the allowed n run from −10 to 10, which leaves 20 nonzero modes and no shift. For L/a = 21 the same 20 modes remain, and the shift is that of one full mode. The count jumps by two whenever a pair of modes ±n enters at the edge, and this is twice the effect sought. The lattice avoids this because it has N modes in all, with the edge mode counted once.

This section concerns the Gaussian mode sum. With a cutoff in the noise alone, the Gaussian state need not be stationary when λ ≠ 0.

**7. Two dynamical illustrations**

The growth rate can also be followed in time without using the stationary density. In units with a = ν = D = 1 and with λ = 2, equation (6) was integrated from a flat start for 4000 independent copies. The linear part with its noise was advanced by its exact Gaussian solution and the nonlinear part by a fourth-order Runge-Kutta step, alternately, with time step 0.05. The part of the noise common to all sites, which has zero mean and changes no slope, was left out to reduce the scatter. The excess velocity v − v₀, measured between times 20 and 60, was 0.4171 ± 0.0006 for N = 4 and 0.5823 ± 0.0008 for N = 12, with one standard error quoted. Equation (20) gives 0.4167 and 0.5833. The difference between the rings is 0.1652 ± 0.0010, against 0.1667 from (4).

The second illustration has different microscopic rules. In the single-step model the height differences between neighbours are +1 or −1. Each local minimum, a pair (−,+), is filled at unit rate: its height rises by 2 and the pair becomes (+,−). On an untilted ring of L sites, L even, half the differences are positive. A configuration is left at a rate equal to its number of (−,+) pairs. If all configurations are equally likely, it is entered at a rate proportional to its number of (+,−) pairs. On a ring these numbers are equal, so the uniform distribution is stationary. A given difference is − with probability 1/2, and the next is then + with probability (L/2)/(L−1). Thus

v(L) = 2 · (1/2) · (L/2)/(L−1) = 1/2 + 1/[2(L−1)].   (25)

In the infinite system with tilt m the differences are independent, and

v = 2 · [(1−m)/2] · [(1+m)/2] = (1 − m²)/2.   (26)

Comparison with the tilt term λm²/2 gives λ = −1. The slope variance is 1 at unit spacing, so D/ν = 1 by (17). Equation (4) then predicts a shift of +1/(2L), a faster ring because λ is negative. Equation (25) has this leading term, with a remainder 1/[2L(L−1)]. At L = 10 the velocity is 0.5556, and L times the shift is 0.556 instead of the limiting 0.5. For this model (4) is thus the leading term at large L, whereas on the lattice (6) it has no remainder.

**8. A deposition strip in numbers**

Consider a simulation strip of length L = 10 nm, width w = 2 nm and spacing a = 0.5 nm, so N = 20. A growth of v₀ = 0.1 nm per cycle and a film density of 3 g/cm³ are rough typical values for deposited alumina. With the molar mass 101.96 g/mol, one formula unit occupies Ω = 0.0564 nm³.

If growth proceeds at speed v₀ along the local normal, the vertical speed is

v₀√(1+u²) = v₀ + v₀u²/2 − v₀u⁴/8 + …,   (27)

so λ = v₀. For the noise, assume that whole formula units arrive independently. If the independent unit is instead one Al atom with its share of oxygen, as for a precursor molecule carrying one Al, Ω is halved, and so are D, the shift and the minimum length of Section 10. A piece of length Δx receives v₀wΔx/Ω units per cycle, and each raises it by Ω/(wΔx). The height variance produced per cycle is the product of the arrival rate and the squared step, v₀Ω/(wΔx). Equation (2) gives 2D/Δx for the same quantity, hence

D = v₀Ω/(2w) = 0.1 × 0.0564/4 = 1.41×10⁻³ nm³/cycle.   (28)

The smoothing coefficient is a chosen model value, ν = 0.03 nm²/cycle. Then D/ν = 0.0470 nm and σ² = 0.0470/0.5 = 0.094, an rms slope of 0.31. The terms of (20) are

λσ²/3 = 0.1 × 0.0941/3 = 3.14×10⁻³ nm/cycle,   (29)

−λD/(2νL) = −0.1 × 0.0470/20 = −2.35×10⁻⁴ nm/cycle.   (30)

The shift is 0.24 % of the growth per cycle and 7.5 % of the bulk roughness contribution (29). Over 1000 stationary cycles, about 100 nm of growth, it amounts to 0.24 nm relative to a stationary infinite interface. A long strip grown from a flat start is not yet stationary after 1000 cycles, and the difference from it is smaller (Section 9).

For the roughness, a height mode has the variance of the slope mode divided by k². With Σ1/n² = π²/6 over positive n, the mean square height about the mean is

W² = (D/νL) Σ_{k≠0} 1/k² = (D/νL)(L²/12) = DL/(12ν).   (31)

This gives W = 0.20 nm.

**9. The start from a flat surface**

Equation (4) applies after the slopes have become stationary. In linear theory a slope mode decays at the rate νq², with q² = (2 − 2cos ka)/a², and its variance approaches the final value as 1 − exp(−2νq²t). The amplitude of the slowest mode decays with time constant L²/(4π²ν) = 84 cycles and its variance with half of that, 42 cycles. At 84 cycles the velocity still lacks a further 27 % of the shift (4).

Meanwhile the surface is too smooth and, for λ > 0, grows too slowly. In (7) a mode enters with the weight (2 + cos ka)/3. Let s = a²q², so that this weight is 1 − s/6. Integrating the missing part over all times gives the lost thickness

Δh = (λσ²/2N) Σ_{k≠0} (1 − s/6) a²/(2νs)
= (λσ²a²/4νN) [Σ_{k≠0} 1/s − (N−1)/6].   (32)

The remaining sum follows from z^N − 1 = Π(z − e^{iθ}), with θ = 2πn/N and n = 0, …, N−1. Multiply this by the same product with θ replaced by −θ, set z = e^φ and divide by e^{Nφ}:

2cosh Nφ − 2 = Π(2cosh φ − 2cos θ).   (33)

Divide by the factor with θ = 0, which is y = 2cosh φ − 2 = φ² + φ⁴/12 + …. The left side becomes N²[1 + (N²−1)φ²/12 + …]. The other factors are y + s, so the right side is (Πs)(1 + yΣ1/s + …). Comparing the terms in φ² gives Σ1/s = (N²−1)/12. Since (N²−1) − 2(N−1) = (N−1)²,

Δh = λDa(N−1)²/(48ν²N).   (34)

For the strip this is 0.029 nm, or 12.5 % of the 0.24 nm lost to the size shift in 1000 cycles. The nonlinear equation, integrated as in Section 7 with the strip's parameters, 8000 copies and a time step of 0.1a²/ν up to 40a²/ν, gives 0.0304 ± 0.0009 nm. Nonlinear relaxation is thus a small correction here. For films much thinner than 84 cycles' growth, (4) does not describe the ring.

A long strip started flat has a transient of its own. In linear theory its missing slope variance is (D/ν)∫dk exp(−2νk²t)/2π, so its velocity lies λD/(2ν√(8πνt)) below v(∞). With the strip's parameters this is about 0.086 % of v₀ at cycle 1000, and it adds up to 0.17 nm over those cycles. Summed over the lattice modes instead of the continuum integral, this loss is 0.168 nm rather than 0.171 nm. The 10 nm ring loses 0.2352 + 0.0295 = 0.265 nm against v(∞) in the same time, so after 1000 cycles from flat it is about 0.10 nm thinner than a long strip, not 0.24 nm.

**10. Limits of the example and real films**

The quartic term in (27) can be sized with the Gaussian moment ⟨u⁴⟩ = 3⟨u²⟩². Its change on closing the ring is

−(3λ/8)σ⁴[(1 − 1/N)² − 1] ≈ +3λσ⁴/(4N),   (35)

of opposite sign to the shift. It reduces the magnitude of (30) by 14 %, but unlike (4) this figure depends on the lattice form: it holds for the fourth power of a single slope. With the squared slope averaged as in (7), the same Gaussian estimate gives 7.5 %, and 6.4 % with the full square root. A rougher surface would need the full square root in any case.

Self-limited adsorption is less random than independent arrival. If a cycle fills a fraction v₀/Ω^{1/3} = 0.26 of the sites, binomial statistics multiply D, and with it the shift, by 0.74. This still lets every site fill independently. If a cycle ends because adsorbed molecules block their neighbours, the reduction is much stronger: random adsorption run to jamming with nearest-neighbour exclusion gives a factor of about 0.08 at coverage 0.23 on a triangular lattice and 0.18 at coverage 0.36 on a square lattice.

Growth in whole cycles, taken as one explicit step of (6) per cycle, replaces the continuous decay of a mode by a factor 1 − ζ, with ζ = νq² × 1 cycle. In linear theory the noise adds 2ζ times the continuous-time variance, so the stationary variance is multiplied by 2ζ/[1 − (1−ζ)²] = 1/(1 − ζ/2). For this strip the bulk slope variance rises by 15 %. The factor tends to 1 as k → 0, so the weight of the missing mode, and hence the shift, is unchanged in linear theory.

Real alumina films are two-dimensional surfaces on wafers far longer than 10 nm, and their value of ν is not known here; the shift varies as 1/ν. The width holds four sites. The slowest mode across it relaxes in 4.2 cycles if the width is periodic and in 14 cycles if the edges are free, 20 and 6 times faster than along the strip, which favours the one-dimensional description without proving it. The model follows the height averaged over the width, and the modes that vary across the strip are left out. They are not small. On a periodic 20 × 4 lattice with the same arrival noise and forward-difference slopes, linear theory leaves the shift (30) unchanged but raises the rms gradient from 0.31 to 0.61. The Gaussian estimate of the reduction of the shift then grows to 39 % with the quartic term and 22 % with the full square root. This estimate is crude, because the Gaussian state is not stationary on that lattice. Integrating the square-root growth law on 10 × 4 and 20 × 4 lattices gives a velocity difference of (2.18 ± 0.06)×10⁻⁴ nm/cycle, only 7 ± 2 % below the 2.35×10⁻⁴ of (4), where the Gaussian estimate gives 1.83×10⁻⁴. At wafer lengths (4) is negligible, so the result bears on small periodic simulation cells. In this model, with λ = v₀ and a stationary surface, keeping the shift below 0.1 % of v₀ requires L > D/(0.002ν) = 24 nm. This length belongs to independent arrival and to w = 2 nm, since D varies as 1/w. Alternatively, stationary velocities from several lengths at the same lattice spacing and the same width can be extrapolated linearly in 1/L. A cell enlarged in both directions does not follow this rule: in linear theory the missing mode has a weight inverse to the area, so the shift of a square cell falls as 1/L². Both rules refer to the stationary v(∞), which a long strip approaches only slowly (Section 9). For a film of given thickness grown from flat, the relevant comparison is at equal cycle number. In linear theory a 24 nm ring at cycle 1000 is only 0.016 % of v₀ slower than a long strip.
